# Kosterlitz flow, the stiffness jump and the correlation length

Suppose a simulation of lattice bosons in two dimensions returns the superfluid stiffness at several temperatures, and $T_c$ must be read from it. One choice is to look for the temperature at which the stiffness vanishes. The other is to look for its crossing with the line $2k_BT/\pi$. The answer depends on how vortices renormalize the stiffness, and on how large the correlation length is just above $T_c$.

## 1. One vortex pair

At $T>0$ and long wavelengths, take a classical phase field with weight $e^{-S}$,

$$S=\frac K2\int d^2r\,(\nabla\theta)^2,\qquad K=\frac{J}{k_BT},\qquad J=\frac{\hbar^2n_s}{m}.$$

The last relation follows from the flow velocity $\hbar\nabla\theta/m$ and kinetic energy density $mn_sv^2/2$. Here $n_s$ is a number per area, and on a lattice $m$ is the effective mass used to define it. Quantum fluctuations at short scales are assumed to change the starting parameters but not the form of $S$. Interactions are short-ranged and there is no disorder.

The phase may wind by $2\pi q_i$ around a vortex at $\mathbf r_i$. Write

$$\nabla\theta=\nabla\varphi+\hat z\times\nabla\psi,\qquad \nabla^2\psi=2\pi\sum_iq_i\delta(\mathbf r-\mathbf r_i),$$

with $\varphi$ single-valued. The cross term in $S$ vanishes after integration by parts, because $\hat z\times\nabla\psi$ has no divergence. Spin waves and vortices therefore separate. Since $\psi=\sum_iq_i\ln|\mathbf r-\mathbf r_i|$, a neutral set of vortices has

$$S_v=\frac K2\int(\nabla\psi)^2=-\frac K2\int\psi\nabla^2\psi=-\pi K\sum_{ij}q_iq_j\ln r_{ij}.$$

In the self-terms the core size $a$ replaces $r_{ii}$. For charges $+1$ and $-1$ the two cross terms give $2\pi K\ln r$ and the two self-terms give $-2\pi K\ln a$. The remaining core cost goes into a fugacity $y$ per vortex. A pair then has the weight

$$y^2\left(\frac ra\right)^{-2\pi K}\frac{d^2R\,d^2r}{a^4},\qquad r>a, \tag{1}$$

with the positive vortex at $\mathbf R$ and the negative one at $\mathbf R+\mathbf r$.

**A lattice value for $y$.** The square-lattice Villain model has bond weight $\sum_n\exp[-K(\Delta\theta-2\pi n)^2/2]$. With unit lattice constant, a divergence-free bond field of curl $2\pi q$ costs $\frac K2(2\pi)^2\sum qGq$, where $G$ is the inverse of minus the lattice Laplacian. A pair costs $4\pi^2K[G(0)-G(\mathbf r)]$. Along the diagonal,

$$G(0)-G(n,n)=\int\!\!\int_{-\pi}^{\pi}\frac{dk_xdk_y}{(2\pi)^2}\frac{1-\cos n(k_x+k_y)}{4-2\cos k_x-2\cos k_y}.$$

Set $p=(k_x+k_y)/2$ and $q=(k_x-k_y)/2$. The denominator becomes $4(1-\cos p\cos q)$, and the average of $1/(1-\cos p\cos q)$ over $q$ is $1/|\sin p|$. With $1-\cos2np=2\sin^2np$,

$$G(0)-G(n,n)=\frac1{2\pi}\int_0^\pi\frac{\sin^2np}{\sin p}dp=\frac1\pi\sum_{k=1}^n\frac1{2k-1}.$$

The last equality uses $\sin^2kp-\sin^2(k-1)p=\sin[(2k-1)p]\sin p$, whose contribution to the integral is $2/(2k-1)$. For large $n$ the sum tends to $\frac12(\ln n+\gamma)+\ln2$, with $\gamma$ Euler's constant. Inserting $n=r/\sqrt2$ gives

$$4\pi^2[G(0)-G(r)]\simeq2\pi(\ln r+c),\qquad c=\gamma+\tfrac32\ln2=1.6169.$$

The small-$k$ denominator is $k^2$, so this asymptotic form is isotropic. A lattice sum along an axis gives 1.6168. Comparison with (1) gives the bare fugacity $y_0=e^{-\pi Kc}$.

## 2. How a pair weakens the stiffness

Put the system on a torus of area $A$ and impose a mean phase gradient $\mathbf v$. The stiffness $K_R$ is defined by $\ln Z(v)=\ln Z(0)-AK_Rv^2/2$ for small $v$.

A line joining the two vortices carries a $2\pi$ phase jump. Integrating the regular part of $\nabla\theta$ over the torus leaves a contribution from this line alone, of length $2\pi r$ and perpendicular to $\mathbf r$. With a suitable sign convention the uniform part of the action is

$$\frac{KA}{2}\left|\mathbf v+\frac{2\pi}{A}\hat z\times\mathbf r\right|^2=\frac{KAv^2}{2}+2\pi K\,\mathbf v\cdot(\hat z\times\mathbf r)+\frac{2\pi^2Kr^2}{A}. \tag{2}$$

For a fixed pair the last term vanishes as $A\to\infty$. The middle term favours pairs oriented so as to reduce the imposed gradient.

Dilute pairs are independent. Summing over their number exponentiates the one-pair sum, so to order $y^2$

$$\frac{\ln Z}{A}=\text{const}-\frac{Kv^2}{2}+y^2\int_{r>a}\frac{d^2r}{a^4}\left(\frac ra\right)^{-2\pi K}e^{-2\pi K\mathbf v\cdot(\hat z\times\mathbf r)}.$$

The linear term in $v$ averages to zero over angles. The second derivative brings down $(2\pi K)^2r^2\sin^2\phi$, and the angular integral of $\sin^2\phi$ is $\pi$. With $s=r/a$,

$$K_R=K-4\pi^3K^2y^2\int_1^\infty ds\,s^{3-2\pi K}+O(y^4),$$

$$K_R^{-1}=K^{-1}+4\pi^3y^2\int_1^\infty ds\,s^{3-2\pi K}+O(y^4). \tag{3}$$

The second line uses $1/(K-\delta)=1/K+\delta/K^2+O(\delta^2)$.

**Limits.** If $y\to0$, then $K_R=K$. The integral converges for $\pi K>2$ and equals $1/(2\pi K-4)$. At $\pi K=2$ distant pairs contribute a logarithm, so a small fugacity no longer guarantees a small correction.

**Check against the interacting lattice.** Take a Villain cylinder of circumference $L$, whose transfer matrix conserves the integer charge $W$ conjugate to a uniform phase rotation. Without vortices the mean phase changes by $\delta$ from row to row with weight $e^{-KL\delta^2/2}$. Its Fourier transform is proportional to $e^{-W^2/(2KL)}$. If $\Lambda_W$ is the largest eigenvalue in sector $W$, define

$$\frac1{K_R(L)}=2L\ln\frac{\Lambda_0}{\Lambda_1}.$$

A pair separated by $x$ around the circumference shifts the mean phase advance by $2\pi x/L$, which contributes the factor $e^{2\pi iWx/L}$. There are $L$ positions per row. With $KE(\mathbf r)$ the pair action on the cylinder,

$$\ln\Lambda_W=\text{const}-\frac{W^2}{2KL}+L\sum_{\mathbf r\ne0}e^{-KE(\mathbf r)}\cos\frac{2\pi Wx}{L},$$

$$\frac1{K_R(L)}=\frac1K+2L^2\sum_{\mathbf r\ne0}e^{-KE(\mathbf r)}\left(1-\cos\frac{2\pi x}{L}\right).$$

When the sum converges at $r\ll L$, the bracket becomes $2\pi^2x^2/L^2$. The correction is then $4\pi^2\sum x^2e^{-KE}$, whose large-$r$ part has the form of the correction in (3). Close pairs are not captured by the continuum integral cut at $s=1$: at $K=1.2$ the lattice sum is $6.3\times10^{-4}$, while (3) with $y_0$ and $a=1$ gives $1.8\times10^{-4}$.

At $K=1.2$ and $L=4$, diagonalization with all vortices gives a shift of $1.1607\times10^{-3}$ in $1/K$; single pairs give $1.1582\times10^{-3}$. For $L=5$ the values are $0.9368\times10^{-3}$ and $0.9349\times10^{-3}$. Both differences are about 0.2% of the one-pair value.

## 3. From one pair to a flow

The logarithm in (3) calls for treating pairs scale by scale. Remove the shell $1<s<1+dl$ from the integral and put its contribution into $K$:

$$K^{-1}(dl)=K^{-1}+4\pi^3y^2dl.$$

In the remainder set $s=(1+dl)s'$:

$$y^2\int_{1+dl}^\infty ds\,s^{3-2\pi K}=y^2(1+dl)^{4-2\pi K}\int_1^\infty ds'\,s'^{3-2\pi K}.$$

The form of (3) is restored with $y(dl)=y(1+dl)^{2-\pi K}$. Using the new $K$ in the exponent changes terms of order $y^4$. Repeating the step gives Kosterlitz's recursion relations,

$$\frac{dK^{-1}}{dl}=4\pi^3y^2,\qquad \frac{dy}{dl}=(2-\pi K)y, \tag{4}$$

where $e^l$ is the running core size divided by $a$.

Neutral configurations of unit vortices contain an even number of them, so the partition function is unchanged by $y\to-y$. The first equation is therefore even in $y$ and the second odd, and their next corrections are $O(y^4)$ and $O(y^3)$. A vortex of charge $q$ has $\pi Kq^2$ in place of $\pi K$; near $\pi K=2$ the fugacity of double vortices has the linear rate $2-8=-6$. Close pairs of equal unit vortices regenerate it at order $y^2$, so it enters (4) only through the $O(y^4)$ and $O(y^3)$ corrections and can be dropped.

In $2-\pi K$, the 2 is the entropy of placing a vortex in two dimensions and $\pi K$ is the cost of its phase gradient. Pairs reduce $K$, which makes larger vortices cheaper.

**Checks of both terms.** At $K=2/\pi$ the integrand in (3) is $1/s$, cut off by the cylinder at a scale proportional to $L$. The shift of $1/K$ must grow as $4\pi^3y_0^2\ln L$, whatever the shape of the cutoff. The formula gives 0.19258 for the coefficient; lattice pair sums between $L=128$ and 256 give 0.19254. At $K=0.7$, changes of the shift under doubling of $L$ should scale as $L^{2(2-\pi K)}$. The predicted exponent is $-0.398$ and the pair sums give $-0.396$.

These checks concern each term at fixed $K$. Letting both parameters run is the renormalization step itself, controlled when $y$ is small.

## 4. The two fates of the flow

Let $u=1/K$. Dividing the equations in (4) removes $l$:

$$\frac{d(y^2)}{du}=\frac{2(2-\pi/u)y^2}{4\pi^3y^2}=\frac{2-\pi/u}{2\pi^3}.$$

Integration gives a constant of the truncated flow,

$$I=2\pi^3y^2+f(u),\qquad f(u)=-2u+\pi\ln u. \tag{5}$$

The function $f$ rises up to $u=\pi/2$ and then falls. Its maximum is $I_c=-\pi+\pi\ln(\pi/2)=-1.7229$. Start with $u<\pi/2$:

- If $I<I_c$, the flow stops at $y=0$ and $u_R<\pi/2$, with $f(u_R)=I$. Vortices remain bound and $K_R=1/u_R$ is finite.
- If $I>I_c$, then $2\pi^3y^2\ge I-I_c>0$. The growth of $u$ cannot stop, and beyond $u=\pi/2$ the fugacity grows too.
- If $I=I_c$, the flow approaches $K=2/\pi$.

Near the critical point put $u=(\pi/2)(1+\epsilon)$, $x=2-\pi K$ and $Y=4\pi y$. Then $x=2\epsilon/(1+\epsilon)\simeq2\epsilon$. Also $f-I_c=\pi[\ln(1+\epsilon)-\epsilon]\simeq-\pi\epsilon^2/2\simeq-\pi x^2/8$. Hence

$$C\equiv\frac8\pi(I-I_c)\simeq Y^2-x^2. \tag{6}$$

The flow equations become $dY/dl=xY$ and

$$\frac{dx}{dl}=\pi K^2\frac{du}{dl}=4\pi^4K^2y^2\simeq16\pi^2y^2=Y^2.$$

## 5. The jump

Below $T_c$, $C<0$ and $Y\to0$, so (6) gives $x\to-\sqrt{|C|}$. Therefore

$$\pi K_R\simeq2+\sqrt{|C|}\qquad(|C|\ll1).$$

If temperature carries the starting point smoothly across the separatrix, $C\simeq C'(T-T_c)$ with $C'>0$. The stiffness approaches its limit with a square-root cusp:

$$K_R(T_c^-)=\frac2\pi,\qquad J_R(T_c^-)=\frac{2k_BT_c}{\pi}.$$

With $\lambda_T^2=2\pi\hbar^2/(mk_BT)$ and renormalized $n_s$,

$$n_s\lambda_T^2=\frac{mk_BTK_R}{\hbar^2}\,\frac{2\pi\hbar^2}{mk_BT}=2\pi K_R\longrightarrow4. \tag{7}$$

This is the Nelson-Kosterlitz value. It applies to the renormalized density; the bare density is not universal.

The value above $T_c$ needs one more argument, because (4) leaves its range of validity there. Let $\mathbf P$ be the total vortex dipole, and let the component that opposes $\mathbf v$ have density $p$. By (2), its coupling costs $K(v-2\pi p)^2/2$ per area. Let the vortices resist polarization with a further cost $p^2/(2\chi)$. Minimizing over $p$ gives

$$\frac{K_Rv^2}{2}=\frac{v^2}{2(K^{-1}+4\pi^2\chi)}.$$

Bound pairs have finite $\chi$; to order $y^2$ it is $\pi y^2\int ds\,s^{3-2\pi K}$, which returns (3). Free vortices can move without limit, so $\chi\to\infty$ and $K_R=0$. Identifying the growing fugacity with free vortices is the physical input. With it, $n_s\lambda_T^2$ jumps from 4 to 0.

On small hot lattices the decrease is visible: at bare $K=0.4$, $K_R(L)$ is 0.219, 0.175 and 0.144 for $L=3,4,5$.

## 6. The correlation exponent

For Gaussian phases, $\langle\theta\theta\rangle=G/K$, so

$$\langle e^{i[\theta(r)-\theta(0)]}\rangle=e^{-\langle[\theta(r)-\theta(0)]^2\rangle/2}=e^{-[G(0)-G(r)]/K}\propto r^{-1/(2\pi K)}.$$

Below $T_c$ vortices disappear from the flow at large scales, leaving this form with $K_R$. Thus $\eta=1/(2\pi K_R)$, and at $T_c$

$$\eta=\frac1{2\pi(2/\pi)}=\frac14.$$

The approach to this exponent is slow. On the separatrix $Y=-x$, hence $dx/dl=x^2$ and $x=-1/(l+l_0)$. The running exponent is

$$\eta(l)=\frac1{2\pi K(l)}=\frac1{2(2-x)}\simeq\frac14+\frac x8.$$

Each scale step multiplies the correlation function by $e^{-\eta(l)dl}$. Integrating up to $l=\ln(r/a)$ gives the exponent $-\frac14l+\frac18\ln l$, so

$$\langle e^{i[\theta(r)-\theta(0)]}\rangle\propto r^{-1/4}[\ln(r/a)]^{1/8}.$$

Direct vortex corrections to the step are even in $y$, hence of order $y^2\sim l^{-2}$. Their integral converges and changes the prefactor. Quadrature along the critical flow between $l\approx500$ and $l\approx5\times10^4$ gives a logarithmic power of 0.1247, against $1/8$. At reachable distances the local power is smaller, because $l_0$ is not negligible: for the starting point of Section 8 it is 0.055 at $l=3$ and 0.076 at $l=6$. Beyond leading order $l_0$ also drifts, roughly as $\frac13\ln l$.

The same solution, stopped at $l=\ln L$, gives the running stiffness of a finite system at $T_c$ to leading order in $1/\ln L$:

$$K(L)=\frac{2-x}{\pi}\simeq\frac2\pi\left[1+\frac1{2(\ln L+l_0)}\right].$$

On a periodic $L\times L$ box the measured stiffness also feels whole windings $n$ of the phase, which have weight $e^{-2\pi^2Kn^2}$ and subtract $4\pi^2K^2\langle n^2\rangle$. At $K=2/\pi$ this lowers the limit slightly, from 0.63662 to 0.63651. This offset outweighs the logarithmic excess only when $\ln L$ is in the thousands. For smaller sizes the stiffness at $T_c$ exceeds $2/\pi$, so its crossing with $2k_BT/\pi$ lies above $T_c$ and approaches it slowly. Setting $x=0$ at $l=\ln L$ in the solution of the next section gives $\sqrt C\ln L\to\pi/2$, so, with the winding offset neglected, the shift of the crossing falls as $\pi^2/[4C'(\ln L)^2]$ asymptotically. The limit requires $\sqrt C\ll|x_0|$, with $x_0$ the starting value of $x$, and is reached slowly in $\ln L$: in the flow of Section 8 the actual shift is 0.26 of this formula at $L=32$, 0.49 at $L=4096$ and 0.97 at $\ln L=300$.

## 7. The correlation length

Above $T_c$, (6) gives $Y^2=C+x^2$, so

$$\frac{dx}{dl}=C+x^2,\qquad x=\sqrt C\tan(\sqrt C\,l+\phi).$$

The flow starts at $x_0<0$ and is slow near $x=0$, where its speed is $C$. Define $\xi$ as the scale at which $x$ reaches a fixed positive $x_1$ of order one. Then

$$\ln\frac\xi a=\frac1{\sqrt C}\left[\arctan\frac{x_1}{\sqrt C}+\arctan\frac{|x_0|}{\sqrt C}\right]=\frac\pi{\sqrt C}-\frac1{x_1}-\frac1{|x_0|}+O(C),$$

using $\arctan z=\pi/2-1/z+O(z^{-3})$. The next term of $f$ in $\epsilon$ is cubic. It gives $Y^2=C+x^2+\alpha x^3$ with a constant $\alpha$, and the exact relation $\pi K=2-x$ gives $dx/dl=(1-x/2)^2Y^2$. To first order these add $[x/(C+x^2)-\alpha x^3/(C+x^2)^2]\,dx$ to $dl$. Both terms are odd in $x$, so their $\ln C$ contributions from the two sides of the bottleneck cancel. They change the $O(1)$ term and leave $\pi/\sqrt C$ intact. With $C\simeq C'(T-T_c)$,

$$\ln\frac\xi a=\frac b{\sqrt{T-T_c}}+O(1),\qquad b=\frac\pi{\sqrt{C'}}. \tag{8}$$

Thus $\xi\propto\exp(b/\sqrt{T-T_c})$ as $T\to T_c^+$. Moving $x_1$ changes the prefactor but not $b$. The constant $b$ depends on how the microscopic parameters cross the separatrix.

## 8. Numbers for the Villain lattice

Lattice bosons at high filling with classical phases have a cosine bond energy. The Villain weight is a periodic Gaussian stand-in for it, so the numbers below belong to the Villain model. Measure temperature in $J/k_B$ and length in lattice constants. The starting values are $u_0=T$ and $y_0=e^{-\pi c/T}$. Setting $I=I_c$ gives $T_c=1.3517$, where $y_0=0.02333$:

$$2\pi^3(0.023327)^2-2(1.351672)+\pi\ln1.351672=0.0337-2.7033+0.9467=-1.7229.$$

This $T_c$ is an estimate with two sources of error. First, the start $u_0=T$ replaces the lattice pair sum by the continuum integral cut at $s=1$, which already at order $y^2$ misses about 0.037 of $1/K$ near $T_c$ from close pairs. Adding this difference to $u_0$ lowers $T_c$ to 1.331, and moving the cutoff from 0.7 to 1.41 lattice constants moves it from 1.335 to 1.365. Second, the flow is truncated, and $Y_0=4\pi y_0=0.29$ is not very small; that error has not been determined here. The digits below therefore describe the flow from this starting point, not the Villain lattice to the same precision.

The bare $2\pi K$ at $T_c$ is 4.648, and vortices reduce it to 4. Below $T_c$ the flow gives:

| $T/T_c$ | $n_s\lambda_T^2$ |
|---|---|
| 0.5 | 9.30 |
| 0.9 | 5.06 |
| 0.99 | 4.28 |
| 0.999 | 4.09 |

The excess over 4 is still 7% at one percent below $T_c$, as the square root implies. With the lattice-matched start and its own $T_c$ the column reads 9.44, 5.09, 4.28 and 4.09. At the fixed temperature $T=1.2165$ of the second row the matched start gives 4.98, as do exact cylinders with $L=4$ to 6, instead of 5.06.

For $b$, differentiate (5) at the starting point. Since $dy_0/dT=(\pi c/T^2)y_0$,

$$\frac{dI}{dT}=\frac{4\pi^4cy_0^2}{T^2}-2+\frac\pi T=0.188-2+2.324=0.512.$$

Hence $C'=(8/\pi)\,dI/dT=1.303$, using the unrounded derivative, and $b=\pi/\sqrt{1.303}=2.752$, in units of $(J/k_B)^{1/2}$. Integration of the full flow (4) also gives 2.752. With $\xi$ defined by $K(l)=1/\pi$, that is $x_1=1$:

| $T/T_c-1$ | $\ln\xi$ | $b/\sqrt{T-T_c}$ |
|---|---|---|
| 0.1 | 4.47 | 7.48 |
| 0.01 | 20.36 | 23.67 |
| 0.001 | 71.44 | 74.85 |

The difference settles slowly, from $-3.02$ to $-3.31$ and $-3.41$. It is the $O(1)$ term in (8), and it matters: at ten percent above $T_c$ the bare exponential overestimates $\xi$ by a factor $e^{3.02}\simeq20$.

Within the truncated flow these values settle the opening choice; their prefactor depends on the chosen $x_1$. In this estimate $\xi$ is about 90 lattice constants at ten percent above $T_c$ and about $7\times10^8$ at one percent; the lattice-matched start gives $b=2.71$ and $\xi\approx74$ and $5\times10^8$. A lattice much smaller than $\xi$ keeps a finite stiffness above $T_c$, so the temperature where its stiffness seems to vanish is not $T_c$. The crossing with $2k_BT/\pi$, followed in $L$ with the logarithmic correction, is the usable criterion.

For a physical scale, take a model boson of mass 100 u at 100 nK. Its thermal wavelength is $0.552\ \mu\mathrm m$. If this is the transition temperature, the superfluid density just below the jump is

$$n_s=\frac4{(0.552\ \mu\mathrm m)^2}=13.1\ \mu\mathrm m^{-2}.$$

The derivation assumes that the flow enters the region of small $y$ near $K=2/\pi$. It does not exclude a different transition when the bare fugacity is large. The numerical check that follows covers the pair formula and the consequences of the truncated flow, but not the accuracy of the estimated Villain $T_c$.

## Values computed for the example and the checks

```
Villain model: energies in J, lengths in lattice constants
core constant c, formula (dimensionless): 1.616936
core constant c, lattice sum (dimensionless): 1.616754
Transfer-matrix test at K = 1.20 (dimensionless)
L=4: shift of 1/K, full 1.160674e-03, one pair 1.158178e-03
L=5: shift of 1/K, full 9.367996e-04, one pair 9.348773e-04
K_R at bare K=0.40, L=3,4,5: 0.2186, 0.1749, 0.1439
du/dl at K=2/pi, lattice pairs: 0.192543
du/dl at K=2/pi, 4 pi^3 y^2: 0.192577
size exponent at K=0.70, lattice pairs: -0.39554
size exponent at K=0.70, 2(2-pi K): -0.39823
Tc from truncated flow: 1.351672 J/k_B
bare K at Tc (dimensionless): 0.739824
bare fugacity at Tc (dimensionless): 0.023327
bare 2 pi K at Tc (dimensionless): 4.64845
critical invariant I_c (dimensionless): -1.722904
Below Tc: T/Tc, K_R, n_s lambda_T^2 (all dimensionless)
0.500000  1.479633  9.29681
0.900000  0.804578  5.05531
0.990000  0.681106  4.27951
0.999000  0.650178  4.08519
0.999999  0.637042  4.00266
K_R at 0.9 Tc from integrated flow: 0.804578
cusp ratio at Tc-T=1e-06 J/k_B: 1.00038
limit of K_R at Tc (dimensionless): 0.636620
limit of n_s lambda_T^2 at Tc: 4.000000
eta at K=2/pi from lattice sum: 0.250062
power of ln r at Tc from flow: 0.12470
C' = dC/dT at Tc: 1.303476 k_B/J
b from formula: 2.75168 (J/k_B)^(1/2)
b from integrated flow: 2.75166 (J/k_B)^(1/2)
Above Tc: T/Tc-1, ln xi, b/sqrt(T-Tc), difference
0.1000  4.4690  7.4845  -3.0155
0.0100  20.3557  23.6681  -3.3123
0.0010  71.4354  74.8450  -3.4096
0.0001  233.2404  236.6806  -3.4401
model boson mass: 100.0 u
model gas temperature: 100.0 nK
thermal wavelength: 0.55208 micrometre
superfluid density at jump: 13.1238 per micrometre^2
```
